One-step photoemission from layered crystals: atomic, intralayer, interlayer and surface terms, part 1

(Sections cited here and not found follow in the second part.)

One-step theory of photoemission from a layered crystal

Ultraviolet light falls on the clean surface of a crystal, and a detector far away counts electrons of fixed energy leaving in a fixed direction. An electron that reaches the detector took its photon energy within a few atomic layers of the surface, was scattered by those layers on the way out, and crossed the surface barrier. In general these events cannot be ordered in time and given separate probabilities, because the photon may be absorbed in any atom of any layer or at the barrier itself, and the amplitudes for these alternatives interfere. The count rate must be computed as one quantum-mechanical transition, and the question is how much of it belongs to the single atom, to the layer, to the stack of layers and to the surface.

1. Model and conventions

The z axis points into the crystal, and ρ is the position parallel to the surface. The surface barrier is a step at z = z_b, with vacuum at z < z_b, and z′ = z − z_b. Energies are counted from the constant potential between the atoms, so the vacuum level is V0 > 0. Layer j has one atom per two-dimensional cell of area A_c, at c_j + T, where c_j = (c_j∥, z_j) and T runs over a lattice common to all layers, with reciprocal vectors g. Each atom carries the same spherical potential V(r), which vanishes for r ≥ R. The spheres do not overlap and the barrier does not cut them. Below the last layer the constant potential continues to z = +∞. The Hamiltonian is

H = p²/2m + V_tot,  V_tot(r) = V0 θ(−z′) + Σ_{j,T} V(|r − c_j − T|).  (1)

The electrons are independent, spin enters only as a factor 2, and the charge is −e. The initial energy E1 lies below the Fermi level and therefore below V0, and the final energy is E2 = E1 + ħω > V0. Inelastic scattering is represented by optical potentials: inside the crystal half-space (z′ > 0, spheres included) the energy E_n is replaced by

ζ_n = E_n + iΓ_n,  κ_n² = 2mζ_n/ħ²,  Im κ_n > 0,  n = 1, 2,  (2)

while in vacuum it stays real. The symbol ζ_n(z) means ζ_n for z′ > 0 and E_n for z′ < 0. The retarded Green function G_n⁺ solves [ζ_n(z) − H]G_n⁺(r, r′) = δ(r − r′) with outgoing or decaying waves, and G_n⁻ is its Hermitian conjugate.

The light is a uniform vector potential A(t) = A0 ε cos ωt with a real unit vector ε. Uniformity is justified along the surface, because the wavelength is far larger than a cell. It neglects the refraction and screening of the field across the surface.

2. The emitted wave

The optical potentials are set to zero until equation (14). Replacing p by p + eA gives the coupling (e/m)A·p. The A² term is the same everywhere in space and only changes the phase of the wavefunction. Since cos ωt = (e^(−iωt) + e^(iωt))/2, the part that raises the energy is Δ e^(−iωt), with

Δ = (eA0/2m) ε·p.  (3)

Insert Ψ = ψ_i e^(−iE_i t/ħ) + ξ e^(−i(E_i+ħω)t/ħ) in the time-dependent Schrödinger equation, with ψ_i an occupied eigenstate. The terms of first order in A0 that oscillate at E_i + ħω give (E_i + ħω)ξ = Hξ + Δψ_i. The field is switched on in the past, so ξ is outgoing:

ξ = G2⁺ Δ ψ_i.  (4)

The detector selects one plane wave of ξ in vacuum, with wave vector (k∥, −k_z), where ħ²k²/2m = E2 − V0, |k∥| = k sin θ and k_z = k cos θ > 0. Its amplitude follows from Green's theorem applied to ξ and a suitably chosen solution ψ_L of the homogeneous equation.

Consider a general source, [ζ2(z) − H]ξ = s, with s a Bloch function of wave vector +k∥; the argument holds with or without damping. Let ψ_L solve [ζ2(z) − H]ψ_L = 0 for a beam of unit amplitude sent onto the surface with parallel wave vector −k∥. This is the state of a low-energy electron diffraction (LEED) experiment in which the gun stands where the detector is. In vacuum

ψ_L = e^(−ik∥·ρ + ik_z z′) + Σ_g γ_g e^(i(−k∥+g)·ρ − ik′_g z′),  (5)
ξ = Σ_g α_g e^(i(k∥+g)·ρ − ik_g z′),  (6)

where k_g² = k² − |k∥ + g|² and k′_g² = k² − |−k∥ + g|², the roots being positive or positive imaginary, so that k′_(−g) = k_g and k_0 = k_z. Multiply the equation for ξ by ψ_L, the equation for ψ_L by ξ, and subtract. No complex conjugate is taken, so the potential terms cancel even when ζ2 is complex:

(ħ²/2m) ∇·(ψ_L∇ξ − ξ∇ψ_L) = ψ_L s.  (7)

Integrate over a column with the cell as cross-section, from a plane z0 < z_b to z = +∞. The product of Bloch functions with −k∥ and +k∥ is lattice periodic, so opposite side faces cancel; this is what fixes the sign of the parallel wave vector in (5). The far end gives nothing because both waves die out there (an infinitesimal damping suffices). On the plane z0 the outward normal is −z, and the integral over the cell pairs beam g of ξ with beam −g of ψ_L. Two outgoing beams have the same z dependence e^(−ik_g z′), and the combination ψ_L∂_zξ − ξ∂_zψ_L vanishes for them. The incident beam pairs with g = 0 and gives (−ik_z − ik_z)α_0 per unit area. Hence −(ħ²/2m)A_c(−2ik_z α_0) = ∫ψ_L s, or

α_0 = [m/(iħ²k_z A_c)] ∫_cell ψ_L s d³r.  (8)

For a source that is not a Bloch function, such as a wave packet, the same proof applies with the whole periodically repeated surface, of area S = N_c A_c, as the cell; then A_c is replaced by S and the integral runs over all space.

Equation (8) has the form ⟨φ|s⟩ with φ = ψ_L*. Complex conjugation reverses all velocities: φ has one plane wave leaving toward the detector with +k∥ and many waves converging on the crystal. This is the time-reversed LEED state. Using instead the LEED state with +k∥ gives the current for the direction −k∥, an error hidden only where the emission is symmetric under k∥ → −k∥. Taking φ = ψ_L without conjugation does not give the amplitude (8). For real ε it nevertheless leaves the summed rate of section 3 unchanged, because |∫ψ_L* pψ_i| = |∫ψ_L pψ_i*| and ψ_i* is an occupied state of the same energy.

3. Count rate

On the surface of area S the allowed k∥ have density S/(2π)². The beam k∥ carries (ħk_z/m)|α|² electrons per unit time and area, and cross terms between different beams integrate to zero over S. Multiply by S, use (8) with S, sum over occupied states with δ(E1 − E_i) to count per unit energy, and include spin:

dN/(dt dE d²k∥) = 2 · [S/(2π)²] · S (ħk_z/m) · [m/(ħ²k_z S)]² Σ_i |∫ψ_LΔψ_i|² δ(E1 − E_i)
= 2 · [m/((2π)²ħ³k_z)] Σ_i |∫ψ_LΔψ_i|² δ(E1 − E_i).  (9)

At fixed energy d²k∥ = |k∥| d|k∥| dφ = (k sin θ)(k cos θ dθ) dφ = k k_z dΩ, so

dN/(dt dE dΩ) = 2 · [mk/((2π)²ħ³)] Σ_i |⟨φ|Δ|ψ_i⟩|² δ(E1 − E_i).  (10)

This is the golden rule: (2π/ħ) times the density d³k/(2π)³ = (mk/ħ²) dE dΩ/(2π)³ gives the same bracket.

The operator Δ in (3) is awkward, because p does not vanish between the atoms. Acting on any function, [H, p] = [V_tot, −iħ∇] = iħ∇V_tot. Take a thick slab with vacuum on both sides, so that ψ_i decays outside it and H can be moved onto ψ_L by two partial integrations without surface terms. Then ∫ψ_L[H, p]ψ_i = (E2 − E1)∫ψ_L p ψ_i, and with E2 − E1 = ħω,

∫ψ_L p ψ_i = (i/ω) ∫ψ_L (∇V_tot) ψ_i.  (11)

The back face of the slab adds a second step to ∇V_tot; it is dropped, because ψ_L does not reach it once the damping is restored. In (10) one may therefore use

Δ = (ieA0/2mω) D,  D = ε·∇V_tot = D_s δ(z′) + Σ_{j,T} V′(r_jT) ε·r̂_jT,  D_s = −V0 ε_z,  (12)

where r_jT = r − c_j − T, and the minus sign arises because the potential falls from V0 to 0 as z increases. The real function D lives only in the spheres and on the barrier. Where the potential is constant no photon is absorbed, since a free electron cannot conserve both energy and momentum.

The sum over states is removed with 1/(x + iη) − 1/(x − iη) = −2iη/(x² + η²) → −2πi δ(x), which gives Σ_i|ψ_i⟩δ(E1 − E_i)⟨ψ_i| = −(G1⁺ − G1⁻)/2πi. Its expectation value in the state s = Dψ_L* is −(1/π) Im⟨s|G1⁺|s⟩, because ⟨s|G1⁻|s⟩ = ⟨s|G1⁺|s⟩*. The factors i and −i from Δ and Δ† multiply to one. The source s is a Bloch function with +k∥, so is G1⁺s, and s*G1⁺s is periodic; the outer integral is N_c times the integral over one column. Per cell,

dN/(dt dE dΩ) = 2 · [mk/((2π)²ħ³)] · (eA0/2mω)² · (−Im J/π),  (13)
J = ∫_cell d³r ψ_L(r) D(r) χ(r),  χ(r) = ∫d³r′ G1⁺(r, r′) D(r′) ψ_L*(r′).  (14)

Here ψ_L is dimensionless, D has unit J/m and G1⁺ has unit 1/(J m³), so the quantity J has unit joule metre. The function χ is called the hole wave.

Pendry's form is obtained by defining ⟨k∥| as the operation ∫d²ρ e^(−ik∥·ρ) on a plane z0 in vacuum. Applied to ξ = G2⁺s it gives Sα e^(−ik_z(z0−z_b)), and comparison with (8) for arbitrary s shows

⟨k∥|G2⁺|r⟩ = [m/(iħ²k_z)] e^(−ik_z(z0−z_b)) ψ_L(r),  (15)

while ⟨r|G2⁻|k∥⟩ is the complex conjugate. The squared modulus of the constant is m²/(ħ⁴k_z²). Dividing mk/ħ³ by it gives ħk k_z²/m, so

dN/(dt dE dΩ) = 2 · [ħk k_z²/((2π)²m N_c)] · (−1/π) Im⟨k∥|G2⁺ Δ G1⁺ Δ† G2⁻|k∥⟩.  (16)

The factor k_z² must be kept when (16) is written as a proportionality, since it depends on the emission angle.

The optical potentials are now restored in ψ_L and G1⁺. Γ2 removes electrons from the elastic beam and gives the finite escape depth; Γ1 broadens each δ(E1 − E_i) into a line of half-width of order Γ1, corresponding to a hole lifetime ħ/2Γ1. With damping, the step from (3) to (12) is no longer an identity. Even if ζ1 and ζ2 held everywhere, HG1⁺ = ζ1G1⁺ − 1 and ψ_L H = ζ2ψ_L would give

ψ_L [H, p] G1⁺ = ζ2 ψ_L p G1⁺ − ψ_L p (ζ1G1⁺ − 1) = (ζ2 − ζ1) ψ_L p G1⁺ + ψ_L p.  (17)

For real energies the last, contact term cancels in G1⁺ − G1⁻ and (11) is recovered. The same step on the right, with Hψ_L* = ζ2*ψ_L*, gives G1⁺[p, H]ψ_L* = (ζ2* − ζ1)G1⁺pψ_L* + pψ_L*. For complex energies the product (ζ2 − ζ1)(ζ2* − ζ1) = (ħω − iΓ1)² + Γ2² is not (ħω)². The contact term (ζ2 − ζ1)∫ψ_L p pψ_L* has ζ1* in place of ζ1 for G1⁻, so −2iΓ1∫ψ_L p pψ_L* survives in the difference, and the switching on of Γ at the barrier adds further terms. In a semi-infinite medium this integral extends over the escape depth. If ψ_L contains a propagating Bloch wave, the integral grows as 1/Γ2, the surviving term is of order Γ1/Γ2, and the two forms meet for vanishing damping only if Γ1 goes to zero faster than Γ2. If E2 lies in a gap of the final states at this k∥, ψ_L is evanescent, the integral stays finite as Γ2 → 0, and the surviving term vanishes in proportion to Γ1. With optical potentials, (12) to (14) are the definition of the model. It has the merit that a damped uniform medium still emits nothing.

The yield per photon follows from the intensity. The electric field amplitude is ωA0, the intensity is ε0cω²A0²/2, and at angle of incidence θ_ph the number of photons per second on one cell is ε0cωA0²A_c cos θ_ph/2ħ. Dividing (13) by it and using e²/(ε0c) = 4παħ, with α the fine-structure constant,

Y = e²k(−Im J)/[π(2π)² mħ² ε0c ω³ A_c cos θ_ph] = αk(−Im J)/(π² mħω³ A_c cos θ_ph).  (18)

4. Sign of the current

From [ζ1(z) − H]χ = s, multiply by χ*, subtract the complex conjugate equation, and integrate over the column. The real potential cancels. The kinetic terms give the probability flux through the boundary, which vanishes: the side faces cancel by periodicity, χ dies out at z = +∞, and in vacuum every beam is evanescent because E1 < V0. What remains is 2iΓ1∫|χ|² = ∫χ*s − ∫s*χ = J* − J = −2i Im J, since s* = ψ_L D. Thus

−Im J = Γ1 ∫_(cell, z′>0) |χ|² d³r ≥ 0.  (19)

The proof applies to any expression ⟨s|G⁺|s⟩ with the same source on both sides and the retarded Green function of some system. In a system without vacuum and barrier the wave simply decays in all directions.

5. The single sphere

Let L = (l, m) label real spherical harmonics Y_L, and let j_l and h_l = h_l^(1) be spherical Bessel and outgoing Hankel functions, h_0(x) = e^(ix)/(ix). For one sphere in the uniform medium at complex energy ζ, define two solutions of the radial equation by their form at r ≥ R:

R_l(r) regular at the origin, R_l = j_l(κr) + t_l h_l(κr);  H_l(r) = h_l(κr).  (20)

If f is any regular solution, matching value and slope at R means (j + th)f′ = (j′ + th′)f, so t_l = (j′f − jf′)/(hf′ − h′f), primes denoting d/dr. For real energy j_l = (h_l + h_l*)/2, and 1 + 2t_l = e^(2iδ_l) with δ_l the phase shift.

Write G_at = Σ_L g_l(r, r′)Y_L(r̂)Y_L(r̂′). Since δ(r − r′) = r^(−2)δ(r − r′)Σ Y_L Y_L, the function g_l solves the radial equation for r ≠ r′, is regular at 0 and outgoing at ∞, so g_l = C R_l(r<)H_l(r>), and its slope jumps according to (ħ²/2m)C(R_l H_l′ − R_l′H_l) = 1/r². The product r²(RH′ − R′H) is constant and may be evaluated at large r, where th drops out of the Wronskian with h. With x = κr and φ = x − lπ/2, xj_l → sin φ and xh_l → −ie^(iφ), whose Wronskian in x is sin φ e^(iφ) + i cos φ e^(iφ) = i. So r²(RH′ − R′H) = r²κ·i/x² = i/κ, and

G_at(r, r′) = −(2miκ/ħ²) Σ_L R_l(r<) H_l(r>) Y_L(r̂) Y_L(r̂′).  (21)

A source s confined to the sphere produces outside it the wave Σ_L b⁰_L h_l Y_L with

b⁰_L = −(2miκ/ħ²) ∫R_l Y_L s d³r.  (22)

6. Changes of basis

Three expansions connect the spheres. All use wave vectors K^± = (q′, ±K) with K = (κ² − |q′|²)^(1/2), Im K > 0, and the complex unit vector K̂ = K^±/κ, which satisfies K̂·K̂ = 1 without conjugation. Y_L(K̂) means the homogeneous harmonic polynomial 𝒴_L(r) = r^l Y_L(r̂) evaluated at K̂. Identities among harmonics that are polynomial on the real unit sphere hold on this complex sphere too.

Plane wave to sphere. The expansion e^(ixu) = Σ(2l+1)i^l j_l(x)P_l(u) is an identity between entire functions of x and u. With x = κr, u = K̂·r̂ and the addition theorem (2l+1)P_l(u) = 4πΣ_m Y_L(K̂)Y_L(r̂),

e^(iK^±·r) = Σ_L Q^±_L j_l(κr) Y_L(r̂),  Q^±_L = 4π i^l Y_L(K̂^±).  (23)

Sphere to plane waves. The function e^(iκr)/r obeys (∇² + κ²)f = −4πδ(r). Write f = ∫d²q′ e^(iq′·ρ) c e^(iK|z|) and δ(ρ) = ∫d²q′ e^(iq′·ρ)/(2π)². The jump in slope at z = 0 requires 2iKc = −4π/(2π)², so c = i/(2πK), and dividing by iκ,

h_0(κr) = ∫d²q′ e^(iK^±·r)/(2πκK),  upper sign for z > 0.  (24)

Apply the operator 𝒴_L(∇). On a function of r alone ∂_a f = x_a (1/r)(df/dr). Repeating l times gives x_a x_b… [(1/r)d/dr]^l f plus terms containing a Kronecker δ in two indices, and these vanish against the traceless coefficient tensor of a harmonic polynomial. With the Rayleigh formula h_l(x) = (−x)^l[(1/x)d/dx]^l h_0, the left side becomes r^l Y_L κ^(2l)(−κr)^(−l)h_l = (−κ)^l h_l Y_L. On the right each plane wave gains 𝒴_L(iK) = (iκ)^l Y_L(K̂). The ratio is (−i)^l = i^(−l):

h_l(κr) Y_L(r̂) = ∫d²q′ i^(−l) Y_L(K̂^±) e^(iK^±·r)/(2πκK).  (25)

For a layer whose sites emit with Bloch phases e^(iq·T), use Σ_T e^(i(q−q′)·T) = [(2π)²/A_c]Σ_g δ(q′ − q − g):

Σ_T e^(iq·T) h_l Y_L(r − T) = Σ_g P^±_(gL) e^(iK_g^±·r),  P^±_(gL) = [2π/(A_cκK_g)] i^(−l) Y_L(K̂_g^±),  (26)

with K_g^± = (q + g, ±K_g).

Sphere to sphere. Let v be the position of a receiving site relative to an emitting site, first with v_z > 0. Write (25) for L′ at r + v, expand e^(iK·r) by (23), and reduce the product Y_L Y_L′ = Σ_L″ C_(LL′L″)Y_L″, where C_(LL′L″) = ∫Y_L Y_L′ Y_L″ dΩ. The remaining integral of Y_L″(K̂)e^(iK·v)/(2πκK) is i^(l″)h_l″(κv)Y_L″(v̂) by (25) read backward. So

h_l′Y_L′(r + v) = Σ_L [4π Σ_L″ i^(l−l′+l″) C_(LL′L″) h_l″(κv) Y_L″(v̂)] j_l(κr) Y_L(r̂).  (27)

The choice of z axis was arbitrary, so (27) holds for any direction of v, and the series converges for r < v, the distance to the singularity. Summing over the other sites of the same layer, with v = −T, defines the intralayer structure constants

X_(LL′) = 4π Σ_(T≠0) e^(iq·T) Σ_L″ i^(l−l′+l″) C_(LL′L″) h_l″(κT) Y_L″(−T̂).  (28)

Because Im κ > 0 the sum converges exponentially. The plane-wave sum (26) cannot replace it, since at z = 0 the evanescent beams are not damped and the emitting site itself is included.

7. The barrier

The step conserves q + g, so each beam is a one-dimensional problem with wave number K_g inside and k_g outside, where k_g² = 2m(E − V0)/ħ² − |q + g|² and the root is positive or positive imaginary. Value and slope are continuous except where a source acts.

A wave o_g e^(−iK_g z′) arriving from inside produces r_g o_g e^(iK_g z′) inside and (1 + r_g)o_g e^(−ik_g z′) outside. Slope matching, −iK(1 − r) = −ik(1 + r), gives

r_g = (K_g − k_g)/(K_g + k_g).  (29)

A unit beam from vacuum produces β e^(iKz′) inside and reflection β − 1 outside. Slope matching, ik(2 − β) = iKβ, gives for the final state

β2_g = δ_(g0) 2k_z/(k_z + K2_0).  (30)

A source σ_g δ(z′) produces βe^(iKz′) inside and βe^(−ikz′) outside. Integrating the equation across the step gives (ħ²/2m)(iK + ik)β = σ_g, so

β1_g = 2mσ_g/[iħ²(K1_g + k1_g)].  (31)

Final state and hole wave are thus the same kind of problem: the barrier launches beams β_g into the crystal, and the spheres may contain sources.

8. Multiple scattering

In the sphere at c_j (the sphere at c_j + T carries the extra factor e^(iq·T)) the difference between the full wave and G_at s solves the homogeneous equation and is regular, so

wave = G_at s_j + Σ_L a_jL R_l Y_L.  (32)

Just outside, by (20) and (22), this is Σ a_jL j_l Y_L + Σ b_jL h_l Y_L with

b_j = b⁰_j + t a_j,  (33)

t being the diagonal matrix of the t_l. In the region between the spheres, the sum of all outgoing waves b, their reflections in the barrier, and the launched beams β solves the free equation and meets the conditions at the barrier and at z = +∞. It is the solution if, near each site, everything except that site's own outgoing wave equals Σ a j Y. This condition is made explicit with (23), (26) and (28). Define the propagators from barrier to site and from site to barrier,

Λ_(jL,g) = Q⁺_(Lg) e^(i(q+g)·c_j∥ + iK_g(z_j−z_b)),  Θ_(g,iL) = P⁻_(gL) e^(−i(q+g)·c_i∥ + iK_g(z_i−z_b)),  (34)

where the phases refer beam amplitudes to e^(i(q+g)·ρ) on the plane z_b. The amplitude arriving at the barrier is o = Σ_i Θ_i b_i. The paths that leave the plane of the emitting layer are collected in

W_ji = (1 − δ_ij) Σ_g Q^±_g e^(i(q+g)·(c_j∥−c_i∥) + iK_g|z_j−z_i|) P^±_g + Σ_g Λ_(j,g) r_g Θ_(g,i),  (35)

with the upper sign for z_j > z_i. The second term includes i = j. Then

a_j = X b_j + a_j^ext,  a_j^ext = Σ_i W_ji b_i + Λ_j β,  (36)
F_g = β_g + (1 + r_g) o_g,  (37)

where F_g is the amplitude of beam g on the barrier plane. Inserting (33) in (36) gives one linear system for all layers,

[1 − (X + W)t] a = (X + W)b⁰ + Λβ.  (38)

The g sums in (35) converge for any non-zero spacing, since e^(−|g||z_j−z_i|) beats the power |g|^(l+l′) from the harmonics. Neighbouring layers may therefore interpenetrate in z: the coefficients of j_l Y_L are fixed in a small ball around the receiving site, and by (27) the resulting series reaches out to the nearest emitting site. The price is a large number of evanescent beams.

Solving (36) for one layer at given a^ext, a_j = X b⁰_j + X t a_j + a_j^ext yields

a_j = (1 − Xt)^(−1) X b⁰_j + (1 − Xt)^(−1) a_j^ext ≡ a_j^intra + a_j^inter.  (39)

The first part contains all paths that start in layer j and never leave it; its series X + XtX + … lists them by the number of scatterings. The series converges only if all eigenvalues of Xt have modulus below one, which fails on a band of the layer, where det(1 − Xt) = 0; the inverse in (39) needs only a non-zero determinant. The outgoing amplitudes become b_j = (1 − tX)^(−1)b⁰_j + τ a_j^ext with τ = t(1 − Xt)^(−1), because (1 − tX)t = t(1 − Xt) gives (1 − tX)[1 + t(1 − Xt)^(−1)X] = 1 − tX + tX = 1. In the beam basis the layer therefore has transmission 1 + P^±τQ^±, reflection P^∓τQ^±, and emits the bare beams P^±(1 − tX)^(−1)b⁰_j. These are the layer matrices of LEED theory, and stacking them layer by layer solves the same equations as (38).

The count rate has been reduced to the single quantity J, and one linear system now gives the multiple scattering of both the final state and the hole wave. It remains to assemble J from these solutions, separate it into atomic, intralayer, interlayer and surface contributions, and evaluate them in a worked example.
